# Why Equivalent Bonds and Lone Pairs Give Different Ionization Energies

**Q:** I no longer believe in four equivalent C–H bonds in methane. If the bonds were equivalent, removing an electron from any of them would cost the same energy, and there would be one valence photoelectron band. There are two, very roughly at 14 and 23 eV. Water has the same problem: its two supposedly equal lone pairs ionize at different energies. The delocalized molecular orbitals give different energies directly, so they must be the correct description and the localized bonds a fiction.

**A:** Your argument has a hidden step. It assumes that the ion left behind, with an electron missing from one particular bond, is a stationary state. Equivalence makes the four possible bond holes equal in mean energy. It does not make any of them an energy eigenstate.

**Q:** Before we get to the ion, the neutral molecule must have either delocalized orbitals or bond orbitals. Which does it have?

**A:** In Hartree–Fock theory the state is a determinant, and the determinant does not choose. Take a closed-shell molecule with real, orthonormal, doubly occupied canonical orbitals $\psi_k$, and form new orbitals

$$
\lambda_i=\sum_k \psi_k U_{ki},\qquad U^{T}U=1 .
$$

For the electrons of one spin, let $A_{pk}=\psi_k(\mathbf r_p)$ be the Slater matrix. The new matrix has elements $\lambda_i(\mathbf r_p)=\sum_k A_{pk}U_{ki}$, so it is $AU$, and

$$
\det(AU)=\det A\,\det U .
$$

Since $U^TU=1$, we have $(\det U)^2=1$, so $\det U=\pm1$. The other spin gives the same factor, and the full wavefunction is multiplied by $(\det U)^2=1$. The density, the total energy and every other expectation value are unchanged.

For methane I computed this in restricted Hartree–Fock (RHF) with the 6-31G* basis, at a chosen C–H length of 2.05 bohr. At three sampled sets of positions, the ratio of the one-spin determinants was $-1$ each time (the sign depends on arbitrary choices such as orbital phases and ordering; reversing the sign of one orbital makes it $+1$). The localized orbitals came from projecting the hydrogen 1s functions onto the occupied valence space and then orthonormalizing the projections symmetrically, which makes $U$ orthogonal and treats all four alike. Their summed spread, $\sum_i(\langle r^2\rangle_i-|\langle\mathbf r\rangle_i|^2)$, is 9.9 bohr² (10.0 in the larger cc-pVTZ basis). For the canonical valence orbitals it is 16.8 bohr² in this calculation. That figure is not unique, because the three degenerate $t_2$ orbitals may be rotated among themselves, which moves it between about 16.5 and 17.7 bohr². The localized value lies far below this whole range. They are more compact, yet they describe the same state.

**Q:** Then the ion should not care either. Why do the canonical orbitals give the ionization energies and the bond orbitals not?

**A:** Because removing an electron from one orbital singles that orbital out. We need the energies of the resulting states and also the couplings between them.

Start with the energy. For doubly occupied spatial orbitals,

$$
E_0=2\sum_i h_{ii}+\sum_{ij}(2J_{ij}-K_{ij})+V_{\rm nuc},
$$

where $h$ contains the kinetic energy and nuclear attraction, $J$ and $K$ are Coulomb and exchange integrals, and $V_{\rm nuc}$ is the nuclear repulsion. Remove one electron from orbital $k$ and freeze all orbitals. The energy loses $h_{kk}$ and that electron's interaction with all the others. Each occupied orbital $j$ holds two electrons, which contribute $2J_{kj}$, but only the one with parallel spin contributes exchange, $-K_{kj}$. The sum may include the removed electron itself, because its self-terms cancel: $J_{kk}-K_{kk}=0$. The loss is therefore

$$
F_{kk}=h_{kk}+\sum_j(2J_{kj}-K_{kj}),
$$

a diagonal element of the Fock operator $F$. The ion's energy is $E_0-F_{kk}$. This holds for any orthonormal occupied set, and $F$ is the same operator for every such set. Its Coulomb and exchange terms depend on the orbitals only through the density matrix, and $\sum_j\lambda_j(\mathbf r)\lambda_j(\mathbf r')=\sum_{kl}\psi_k(\mathbf r)(UU^T)_{kl}\psi_l(\mathbf r')=\sum_k\psi_k(\mathbf r)\psi_k(\mathbf r')$ because $UU^T=1$.

**Q:** That gives me one energy per bond, all equal. Where do the couplings come from?

**A:** From the fact that hole states add in the same way as orbitals. Let $x$ denote position and spin, and let $\Phi$ be the $N$-electron determinant. Define removal from a spin orbital $\varphi$ by

$$
(a_\varphi\Phi)(x_1,\ldots,x_{N-1})
=\sqrt N\int \varphi^*(x_N)\,\Phi(x_1,\ldots,x_N)\,dx_N .
$$

Expanding the determinant along the row of electron $N$ gives

$$
\Phi=\frac1{\sqrt N}\sum_k(-1)^{N+k}\varphi_k(x_N)D_k ,
$$

where $D_k$ is the normalized determinant without $\varphi_k$. Orthonormality then gives $a_k\Phi=(-1)^{N+k}D_k$, which is the desired hole state with a definite sign. Call it $\Phi_k$, and keep the spin of the removed electron fixed.

The definition is linear in $\varphi$ for real coefficients. If $\varphi=\sum_i c_i\varphi_i$ with $\sum_i c_i^2=1$, its hole state is $\sum_i c_i\Phi_i$. We may also choose $\varphi$ as one member of a new occupied set, so the energy formula applies to it:

$$
\sum_{ij}c_i\langle\Phi_i|H|\Phi_j\rangle c_j
=E_0-\sum_{ij}c_iF_{ij}c_j .
$$

Both matrices are real and symmetric. Choosing a single $c_i=1$ fixes the diagonal elements. Choosing $c_i=c_j=1/\sqrt2$ adds the off-diagonal element to the average of two diagonal ones, so it fixes the off-diagonal elements too. Hence

$$
\boxed{\langle\Phi_i|H|\Phi_j\rangle=E_0\delta_{ij}-F_{ij}} .
$$

An ion state in this space satisfies $\sum_j\langle\Phi_i|H|\Phi_j\rangle c_j=Ec_i$. Inserting the boxed result gives $\sum_jF_{ij}c_j=(E_0-E)c_i$. Thus $c$ is an eigenvector of the occupied Fock block with eigenvalue $\varepsilon=E_0-E$, and the ionization energy is

$$
I=E-E_0=-\varepsilon .
$$

Canonical orbitals are the occupied orbitals for which this block is already diagonal. With bond orbitals you must diagonalize it yourself, and you get the same energies. The numerical check builds the ion matrix from bare one- and two-electron integrals, without the Fock operator, and confirms the boxed relation.

**Q:** Show me that four equal bonds really give methane's two levels.

**A:** Choose the signs so that the symmetry operations permute the four bond orbitals without changing sign. Every diagonal element of $F$ is then the same number $\alpha$. Every pair of bonds can be carried into every other pair, so all couplings equal one number $\beta$. The carbon core does not couple to this block, because the bond orbitals span the same space as the canonical valence orbitals. For $n$ equivalent orbitals of this kind,

$$
(Fc)_i=\alpha c_i+\beta\sum_{j\ne i}c_j
=(\alpha-\beta)c_i+\beta\sum_j c_j .
$$

If all $c_i$ are equal, the last sum is $nc_i$ and the eigenvalue is $\alpha+(n-1)\beta$. If the coefficients sum to zero, the eigenvalue is $\alpha-\beta$; there are $n-1$ independent vectors of this kind. With $n=4$,

$$
\varepsilon(a_1)=\alpha+3\beta,\qquad
\varepsilon(t_2)=\alpha-\beta\quad\text{(three times)} .
$$

The computed values are $\alpha=-0.6455$ and $\beta=-0.0996$ hartree, so

$$
I(a_1)=0.6455+3(0.0996)=0.944\ \text{hartree}=25.7\ \text{eV},
$$

$$
I(t_2)=0.6455-0.0996=0.546\ \text{hartree}=14.9\ \text{eV}.
$$

The separation is $4|\beta|=0.398$ hartree. Your prediction of a single level is the limit $\beta=0$, in which the bonds are equivalent and also uncoupled. Equivalence alone does not give that limit.

**Q:** So what is the energy of an ion with a hole in one bond?

**A:** It has a mean energy but not a sharp one. The $a_1$ ion state has coefficient $1/2$ on each bond hole, so a bond hole contains it with weight $1/4$. The remaining $3/4$ belongs to the $t_2$ states. The mean ionization energy is

$$
\tfrac14(0.944)+\tfrac34(0.546)=0.646\ \text{hartree}=-\alpha .
$$

Within the one-hole space, the energy variance is the sum of the squared couplings to the other three bond holes, $3\beta^2$. The standard deviation is therefore $\sqrt3|\beta|=0.172$ hartree. A bond hole is a superposition of ion states with different energies, so it changes with time. There is no photoelectron band at $-\alpha$ in this model, even though $-\alpha$ is the correct mean energy for every bond.

**Q:** Then water should be simple. Two lone pairs, one coupling, two levels at $\alpha\pm\beta$.

**A:** One of those levels is fixed by symmetry to be right; the other is right only if the lone pairs do not couple to the bonds. Call the lone-pair orbitals $l_1,l_2$, exchanged by reflection in the molecular plane, and the bond orbitals $b_1,b_2$, exchanged by reflection in the perpendicular mirror plane. Define

$$
l_\pm=\frac{l_1\pm l_2}{\sqrt2},\qquad
b_\pm=\frac{b_1\pm b_2}{\sqrt2}.
$$

The two reflections make all four lone-pair–bond couplings equal to one number, $F_{lb}$. In $l_-$ they cancel, so it does not mix with the bonds. It is the $1b_1$ orbital:

$$
\varepsilon(1b_1)=\alpha_l-\beta_l
=-0.6440+0.1465=-0.4975\ \text{hartree}.
$$

Similarly, $b_-$ is the $1b_2$ orbital. For the symmetric combinations the couplings add:

$$
\langle l_+|F|b_+\rangle
=\frac1{\sqrt2}\frac1{\sqrt2}(4F_{lb})=2F_{lb}.
$$

So the level $\alpha_l+\beta_l$ is only the starting point for a $2\times2$ problem. These numbers are again RHF/6-31G*, with a chosen O–H length of 1.81 bohr and an angle of 104.5°.

**Q:** Does that coupling matter much?

**A:** For the localized set used here it is large. In hartree, the block in the order $l_+,b_+$ is

$$
\begin{pmatrix}
-0.7905&-0.3477\\
-0.3477&-1.1215
\end{pmatrix}.
$$

The mean of the diagonal elements is $-0.9560$ and half their difference is $0.1655$. The eigenvalues are

$$
-0.9560\pm\sqrt{0.1655^2+0.3477^2}
=-0.9560\pm0.3851 ,
$$

which gives $-0.571$ hartree for $3a_1$ and $-1.341$ hartree for $2a_1$. The lone pairs alone would have put the symmetric level at $-0.790$ hartree, far too low.

The upper eigenvector $(x,y)$ obeys

$$
(-0.7905+0.5709)x-0.3477y=0 ,
$$

so $y/x=-0.632$. The lone-pair weight in $3a_1$ is $1/(1+0.632^2)=0.71$. In terms of these localized orbitals, $3a_1$ is therefore not a pure lone-pair orbital. Two equal lone pairs are compatible with frozen-orbital ionization energies of 13.5 eV for $1b_1$ and 15.5 eV for $3a_1$. These values are not converged in the basis: aug-cc-pVTZ raises both by about 0.4 eV, to 13.9 and 15.9 eV, and moves $2a_1$ to $-1.353$ hartree, while the $3a_1$–$1b_1$ gap stays near 2.0 eV.

The individual water matrix elements and the weight 0.71 depend on how the localized orbitals were chosen. Here they came from projecting four functions onto the valence space and orthonormalizing them symmetrically: the inner 1s function of the basis on each hydrogen, and two oxygen hybrids $(s\pm\sqrt2\,p_x-p_z)/2$ made from the inner 2s and 2p functions, with $x$ perpendicular to the molecular plane and $z$ pointing from the oxygen to the midpoint of the hydrogens. Taking instead $l_+$ and $b_+$ to be the canonical $3a_1$ and $2a_1$ orbitals would give $F_{lb}=0$ and a weight of 1. The eigenvalues of the complete block do not depend on that choice.

**Q:** If the localized orbitals depend on a choice, perhaps the canonical ones are the real orbitals after all.

**A:** They are the convenient ones for this question, because they diagonalize the one-hole problem. That does not make them the only orbitals of the neutral molecule. Nor do the bands prove that a particular localized set is real. Benzene shows both points.

Its occupied $\pi$ orbitals change sign on reflection in the ring plane, whereas the other occupied orbitals do not. The Fock operator cannot couple the two groups, so the three $\pi$ orbitals form a closed block. Project three neighbouring-carbon pairs of $p_z$ functions onto it and orthonormalize them symmetrically. Rotation by 120° permutes the resulting orbitals, so the formula above applies with $n=3$. For a regular ring with C–C and C–H lengths of 2.63 and 2.05 bohr, RHF/6-31G* gives $\alpha=-0.3854$ and $\beta=-0.0554$ hartree. Therefore

$$
I(a_{2u})=0.3854+2(0.0554)=0.496\ \text{hartree}=13.5\ \text{eV},
$$

$$
I(e_{1g})=0.3854-0.0554=0.330\ \text{hartree}=9.0\ \text{eV}\quad\text{(twice)}.
$$

Three equivalent pair orbitals give two $\pi$ levels. In the larger aug-cc-pVDZ basis both rise by about 0.2 eV, to 13.7 and 9.2 eV.

**Q:** But I could have paired the carbons the other way round the ring.

**A:** Yes, and you would get a different localized set with the same determinant. Each pair orbital can be written as

$$
\pi_\theta=\frac1{\sqrt3}\,a+\sqrt{\frac23}\,
(\cos\theta\,e_1+\sin\theta\,e_2),
$$

where $a$ is the $a_{2u}$ orbital and $e_1,e_2$ are the two $e_{1g}$ orbitals. The orbital $a$ is the equal-coefficient combination of the three orthonormal pair orbitals, so each pair orbital has coefficient $1/\sqrt3$ on $a$, and normalization leaves weight $2/3$ for $e_1,e_2$. A rotation about the ring axis by a multiple of 60° leaves $a$ unchanged and turns the pair $e_1,e_2$, which transform like $xz$ and $yz$, by the same angle. The three angles in one set are therefore 120° apart. Moving every pair by one carbon shifts them all by 60°. Orthonormality of $a,e_1,e_2$ gives

$$
\langle\pi_\theta|\pi_{\theta'}\rangle
=\frac13+\frac23\cos(\theta-\theta') .
$$

For differences of $\pm60^\circ$ and $180^\circ$, the overlaps are $2/3$, $2/3$ and $-1/3$, as computed. The orbitals differ, but they span the same space. Neither pairing is singled out by the determinant or by the ionization energies.

**Q:** How far can I trust these energies as predictions of a spectrum?

**A:** They come from frozen orbitals, one-hole states and fixed nuclei. The orbitals of a real ion relax, electron correlation changes both the neutral molecule and the ion, and states with a further electron excited can mix in. Fixed nuclei also give no band shapes.

Relaxation alone is substantial. For the $1b_1$ hole in water, the frozen value is 0.498 hartree. Optimizing the cation's orbitals with unrestricted Hartree–Fock, and subtracting the neutral RHF energy, gives 0.399 hartree. The change of 0.099 hartree exceeds the frozen $3a_1$–$1b_1$ separation of 0.073 hartree. A small part of this change is spin polarization: a restricted open-shell cation gives 0.403 hartree, a change of about 0.095, which still exceeds the separation. In aug-cc-pVTZ the frozen and unrestricted relaxed values become 0.510 and 0.404 hartree, a change of 0.107 against a separation of 0.075. The relaxed value still omits correlation, so it is not the measured ionization energy either.

These limits affect the positions of the bands, and mixing with further excited states can also split one band into several. They do not rescue the inference you started with: equal bonds or lone pairs imply equal diagonal elements, but not equal ionization energies. For methane's four bonds, a single level would also require $\beta=0$. For water's lone pairs, the coupling to the bonds matters as well.

## Computed values

```
Level: RHF/6-31g*
Methane C-H length: 2.05 a0
Methane RHF energy: -40.19484 Eh
Methane canonical spread sum: 16.814 a0^2
Methane localized spread sum: 9.906 a0^2
Methane largest ion-matrix error: 3.6e-14 Eh
Methane determinant ratios: -1.000000 -1.000000 -1.000000
Methane alpha: -0.64550 Eh
Methane beta: -0.09956 Eh
Methane a1 ionization: 0.94417 Eh
Methane a1 ionization: 25.69 eV
Methane t2 ionization: 0.54594 Eh
Methane t2 ionization: 14.86 eV
Methane level separation: 0.39824 Eh
Methane bond-hole mean energy: 0.64550 Eh
Methane bond-hole energy spread: 0.17244 Eh
Bond-hole weight in a1 ion: 0.2500
Bond-hole weight in t2 ions: 0.7500
Water O-H length: 1.81 a0
Water bond angle: 104.5 degrees
Water RHF energy: -76.00911 Eh
Water canonical spread sum: 9.176 a0^2
Water localized spread sum: 6.819 a0^2
Water largest ion-matrix error: 1.4e-14 Eh
Water lone-pair alpha: -0.64402 Eh
Water lone-pair beta: -0.14647 Eh
Water bond alpha: -0.91392 Eh
Water bond beta: -0.20754 Eh
Water pair-bond coupling F_lb: -0.17385 Eh
Water symmetric pair-only level: -0.79049 Eh
Water symmetric bond-only level: -1.12146 Eh
Water 2a1 orbital energy: -1.34106 Eh
Water 1b2 orbital energy: -0.70638 Eh
Water 3a1 orbital energy: -0.57090 Eh
Water 1b1 orbital energy: -0.49755 Eh
Water 3a1 ionization: 15.53 eV
Water 1b1 ionization: 13.54 eV
Lone-pair weight in water 3a1: 0.7149
Water relaxed 1b1 ionization (UHF-RHF): 0.39860 Eh
Benzene C-C length: 2.63 a0
Benzene C-H length: 2.05 a0
Benzene pi RHF energy: -230.70193 Eh
Benzene pi canonical spread sum: 31.171 a0^2
Benzene pi localized spread sum: 21.722 a0^2
Benzene pi largest ion-matrix error: 5.4e-13 Eh
Benzene pi alpha: -0.38539 Eh
Benzene pi beta: -0.05536 Eh
Benzene a2u ionization: 0.49610 Eh
Benzene a2u ionization: 13.50 eV
Benzene e1g ionization: 0.33003 Eh
Benzene e1g ionization: 8.98 eV
Overlaps of one pi pair with shifted set: 0.6667 -0.3333 0.6667
```
